# First-order energy of neon-like ions and its failure for neon

## Problem

Ten electrons move around a fixed point nucleus of charge \(Z\), without relativity. In atomic units (energies in hartree), the ground-state energy for large \(Z\) is

\[
E(Z)=E_0Z^2+E_1Z+E_2+O(1/Z).
\]

(a) Find \(E_0\), and express \(E_1\) through hydrogenic Slater integrals. (b) Evaluate \(E_1\). (c) How well do the first two terms describe neutral neon?

## Hints

1. Measure lengths in units of \(1/Z\). The electron repulsion then carries a factor \(1/Z\).
2. Check whether the zeroth-order ground state is degenerate before using an expectation value.
3. For a filled shell, sum over \(m\) before integrating over angles.
4. For (c), ask which trial function has the two-term energy as its expectation value.

## Solution

### (a) The expansion and the angular sums

Put \(\mathbf r=\mathbf x/Z\). Kinetic energy scales as \(Z^2\), nuclear attraction as \(Z\cdot Z\), repulsion as \(Z\):

\[
H=Z^2\Big[H_0+\frac1Z\sum_{i<j}\frac1{x_{ij}}\Big],\qquad
H_0=\sum_i\Big(-\tfrac12\nabla_i^2-\frac1{x_i}\Big).
\]

The lowest state of \(H_0\) puts two electrons in \(n=1\) and eight in \(n=2\). Both shells are then full, so this state is a single determinant, 1s²2s²2p⁶, and nothing is degenerate with it. With orbital energies \(-1/(2n^2)\),

\[
E_0=2(-\tfrac12)+8(-\tfrac18)=-2 ,\qquad
E_1=\tfrac12\sum_{i,j}(J_{ij}-K_{ij}).
\]

The sum runs over the ten spin-orbitals at \(Z=1\); the terms \(i=j\) cancel.

Write each orbital as \(P(r)Y_{lm}/r\), and expand

\[
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\gamma),
\]

where \(\gamma\) is the angle between the two position vectors. The radial integrals are

\[
R^k[f,g]=\iint f(r_1)\,g(r_2)\frac{r_<^k}{r_>^{k+1}}dr_1dr_2,
\]

with \(F^k(a,b)=R^k[P_a^2,P_b^2]\) and \(G^k(a,b)=R^k[P_aP_b,P_aP_b]\).

**Direct terms.** Filled shells have spherical densities, so \(k=0\) alone survives: each pair of spin-orbitals contributes \(F^0\) on summing over the shells.

**Exchange terms.** These need equal spins. The addition theorem gives

\[
\sum_mY_{1m}^*(1)Y_{1m}(2)=\frac{3}{4\pi}\cos\gamma ,
\]

and the average over both directions is \(\langle P_kP_l\rangle=\delta_{kl}/(2k+1)\).

- One s orbital with three p orbitals: \(3\langle P_1P_k\rangle=\delta_{k1}\), hence \(G^1\) per spin.
- The nine ordered p–p pairs of one spin: \(9\langle P_1^2P_k\rangle\). Since \(P_1^2=\tfrac13+\tfrac23P_2\), this is \(3\) for \(k=0\) and \(9\cdot\tfrac23\cdot\tfrac15=\tfrac65\) for \(k=2\).

Within 2p⁶ the direct part is \(\tfrac12\cdot36F^0=18F^0\). The exchange part is \(\tfrac12\cdot2\,(3F^0+\tfrac65F^2)\). Their difference is \(15F^0-\tfrac65F^2\). Altogether:

\[
\begin{aligned}
E_1={}&F^0(1s,1s)+F^0(2s,2s)+[4F^0-2G^0](1s,2s)\\
&+[12F^0-2G^1](1s,2p)+[12F^0-2G^1](2s,2p)\\
&+[15F^0-\tfrac65F^2](2p,2p).
\end{aligned}
\]

### (b) The ten integrals

The radial functions at \(Z=1\) are

\[
P_{1s}=2re^{-r},\quad P_{2s}=\frac{r-r^2/2}{\sqrt2}e^{-r/2},\quad P_{2p}=\frac{r^2}{2\sqrt6}e^{-r/2}.
\]

Two elementary integrals suffice:

\[
\int_0^\infty r^ne^{-ar}dr=\frac{n!}{a^{n+1}},\qquad
\int_s^\infty r^ne^{-ar}dr=e^{-as}\sum_{j=0}^n\frac{n!}{j!}\frac{s^j}{a^{n-j+1}} .
\]

**Integrals \(F^0\).** The potential of a normalized shell is

\[
U_b(r)=\int_0^\infty\frac{P_b(s)^2}{\max(r,s)}ds
=\frac1r-\int_r^\infty P_b(s)^2\Big(\frac1r-\frac1s\Big)ds .
\]

The second elementary integral gives

\[
\begin{aligned}
U_{1s}&=\tfrac1r-e^{-2r}\big(\tfrac1r+1\big),\\
U_{2s}&=\tfrac1r-e^{-r}\big(\tfrac1r+\tfrac34+\tfrac r4+\tfrac{r^2}8\big),\\
U_{2p}&=\tfrac1r-e^{-r}\big(\tfrac1r+\tfrac34+\tfrac r4+\tfrac{r^2}{24}\big).
\end{aligned}
\]

Now \(F^0(a,b)=\int P_a^2U_b\,dr\), and \(\int P_a^2/r\,dr\) is \(1\) for 1s and \(\tfrac14\) for 2s and 2p. With the 1s potential:

\[
\begin{aligned}
F^0(1s,1s)&=1-4\int(r+r^2)e^{-4r}dr=1-4\big(\tfrac1{16}+\tfrac1{32}\big)=\tfrac58,\\
F^0(1s,2s)&=\tfrac14-\tfrac12\int\big(r-\tfrac34r^3+\tfrac14r^4\big)e^{-3r}dr
=\tfrac14-\tfrac12\cdot\tfrac{13}{162}=\tfrac{17}{81},\\
F^0(1s,2p)&=\tfrac14-\tfrac1{24}\int(r^3+r^4)e^{-3r}dr
=\tfrac14-\tfrac7{972}=\tfrac{59}{243}.
\end{aligned}
\]

Within \(n=2\), the integrals of \(r^ne^{-2r}\) for \(n=1,\dots,7\) are \(\tfrac14,\tfrac14,\tfrac38,\tfrac34,\tfrac{15}8,\tfrac{45}8,\tfrac{315}{16}\). Therefore

\[
\begin{aligned}
F^0(2p,2p)&=\tfrac14-\tfrac1{24}\big(\tfrac38+\tfrac9{16}+\tfrac{15}{32}+\tfrac{15}{64}\big)=\tfrac14-\tfrac{35}{512}=\tfrac{93}{512},\\
F^0(2s,2p)&=\tfrac14-\tfrac1{24}\big(\tfrac38+\tfrac9{16}+\tfrac{15}{32}+\tfrac{45}{64}\big)=\tfrac14-\tfrac{45}{512}=\tfrac{83}{512}.
\end{aligned}
\]

The second line uses \(P_{2p}^2U_{2s}\). For 2s with 2s, multiplying out the polynomials gives

\[
\begin{aligned}
F^0(2s,2s)&=\tfrac14-\tfrac12\int\Big(r-\tfrac{r^2}4-\tfrac{r^3}4+\tfrac{r^4}{16}-\tfrac{r^5}{16}+\tfrac{r^6}{32}\Big)e^{-2r}dr\\
&=\tfrac14-\tfrac12\cdot\tfrac{51}{256}=\tfrac{77}{512}.
\end{aligned}
\]

**The other four.** When both densities equal \(f\), the regions \(r_1>r_2\) and \(r_1<r_2\) contribute equally:

\[
R^k[f,f]=2\int_0^\infty ds\,f(s)s^k\int_s^\infty f(r)\,r^{-k-1}dr .
\]

For \(G^0(1s,2s)\), \(f=\sqrt2\,(r^2-r^3/2)e^{-3r/2}\). The inner integral is \(\sqrt2\,e^{-3s/2}(-\tfrac{s^2}3+\tfrac{2s}9+\tfrac4{27})\), so

\[
G^0(1s,2s)=4\int\Big(\tfrac4{27}s^2+\tfrac4{27}s^3-\tfrac49s^4+\tfrac16s^5\Big)e^{-3s}ds
=4\cdot\tfrac{8+8-32+20}{729}=\tfrac{16}{729}.
\]

For \(G^1(1s,2p)\), \(f=r^3e^{-3r/2}/\sqrt6\):

\[
G^1(1s,2p)=\tfrac13\int s^4\big(\tfrac{2s}3+\tfrac49\big)e^{-3s}ds=\tfrac13\cdot\tfrac{80+32}{729}=\tfrac{112}{2187}.
\]

For \(G^1(2s,2p)\), \(f=(r^3-r^4/2)e^{-r}/(4\sqrt3)\). The inner integral of \((r-r^2/2)e^{-r}\) is \(-\tfrac12s^2e^{-s}\), hence

\[
G^1(2s,2p)=\tfrac1{24}\int\Big(-\tfrac{s^6}2+\tfrac{s^7}4\Big)e^{-2s}ds
=\tfrac1{24}\cdot\tfrac{135}{64}=\tfrac{45}{512}.
\]

For \(F^2(2p,2p)\), \(f=r^4e^{-r}/24\):

\[
F^2(2p,2p)=\tfrac1{288}\int s^6(s+1)e^{-2s}ds=\tfrac1{288}\cdot\tfrac{405}{16}=\tfrac{45}{512}.
\]

**Assembly.** The six contributions are

| Pair of shells | Exact | Hartree |
|---|---:|---:|
| 1s–1s | 5/8 | 0.625000 |
| 2s–2s | 77/512 | 0.150391 |
| 1s–2s | 580/729 | 0.795610 |
| 1s–2p | 6148/2187 | 2.811157 |
| 2s–2p | 453/256 | 1.769531 |
| 2p–2p | 1341/512 | 2.619141 |

The fractions with powers of 2 below the line add to \(661/128\), those with powers of 3 to \(7888/2187\). Thus

\[
E_1=\frac{661}{128}+\frac{7888}{2187}=\frac{2455271}{279936}=8.770830\ \text{hartree}.
\]

Two independent tests support this. Integrals over hydrogenic orbitals in a finite Gaussian basis give 8.770819. Extrapolating Hartree–Fock energies of ions to \(1/Z=0\) gives 8.771.

### (c) Neutral neon

The two-term energy at \(Z=10\) is

\[
W=-2(10)^2+10(8.770830)=-200+87.7083=-112.2917\ \text{hartree}.
\]

The "small" correction is 44% of the leading term in magnitude.

\(W\) is the expectation value of the full \(H\) in the determinant of unscreened hydrogenic orbitals, so it is an upper bound to the exact energy of this Hamiltonian. The Hartree–Fock energy, \(-128.5471\) hartree, is a lower upper bound. It omits correlation, but the inequality \(E_{\rm exact}\le E_{\rm HF}\) is all that is needed:

\[
W-E_{\rm exact}\ \ge\ W-E_{\rm HF}=16.255\ \text{hartree}\ (442\ \text{eV}).
\]

This gap is 12.6% of \(|E_{\rm HF}|\). The error relative to \(|E_{\rm exact}|\) is at least as large, because \(1-|W|/|E|\) grows with \(|E|\).

The same comparison along the series reads:

| \(Z\) | \(E_{\rm HF}-W\) (hartree) | Error relative to \(\lvert E_{\rm HF}\rvert\) |
|---:|---:|---:|
| 10 | −16.255 | 12.6% |
| 20 | −15.801 | 2.47% |
| 50 | −15.597 | 0.34% |
| 80 | −15.55 | 0.13% |

The difference \(E_{\rm HF}-W\) changes little along the series; it levels off near \(-15.5\) hartree, the Hartree–Fock part of \(E_2\). The relative error falls because the total energy grows as \(2Z^2\). At this mean-field level, neon's missing energy is therefore mostly the omitted constant term, with less than one hartree from all later terms together. The rows at high \(Z\) illustrate the nonrelativistic expansion; real ions of such charge need relativity.

## Variation 1: one screened charge

*Let all orbitals be hydrogenic with a common charge \(\zeta\). How much of the gap closes?*

At \(\zeta=1\) the virial theorem gives kinetic energy \(-E_0=2\) and \(\langle-\sum_i1/r_i\rangle=2E_0=-4\). Scaling to charge \(\zeta\),

\[
E(\zeta)=2\zeta^2-4Z\zeta+E_1\zeta .
\]

Setting \(4\zeta-4Z+E_1=0\) gives \(\zeta=Z-E_1/4\), and

\[
E_{\min}=-2\Big(Z-\frac{E_1}4\Big)^2=-2Z^2+E_1Z-\frac{E_1^2}8 .
\]

For neon \(\zeta=7.807\) and \(E_{\min}=-121.908\) hartree. The gain \(E_1^2/8=9.616\) hartree is independent of \(Z\), so it supplies part of the missing constant term. It closes 59% of the gap to Hartree–Fock. The remaining 6.64 hartree comes from letting each orbital take its own best shape.

## Variation 2: is neon bound at two terms?

*Find the two-term energy needed to remove a 2p electron.*

The final configuration 1s²2s²2p⁵ (²P, odd parity) cannot mix with 1s²2s2p⁶ (²S, even parity), the other way of placing seven electrons in \(n=2\). A single determinant again gives the first-order energy.

The six 2p spin-orbitals are equivalent in the closed shell. One of them carries a sixth of each s–p contribution. It carries a third of the 2p–2p contribution, because each pair involves two electrons. The repulsion removed is

\[
\Delta=\frac{2.811157}6+\frac{1.769531}6+\frac{2.619141}3=1.636495\ \text{hartree}.
\]

The lost orbital energy is \(-Z^2/8\), so the ionization energy is

\[
I(Z)=\frac{Z^2}8-\Delta Z,\qquad I(10)=12.5-16.3649=-3.865\ \text{hartree}\ (-105\ \text{eV}).
\]

At two terms, neon would release energy by losing an electron. The difference of Hartree–Fock energies is \(+0.728\) hartree (19.8 eV), with an unrestricted calculation for the ion in a basis of s and p functions. The ion is not spherical, so d and f functions lower its energy by about 0.005 hartree more and bring the difference to \(+0.722\) hartree (19.7 eV); the figure 4.59 below is the same for either value. The two-term energy lies too high for both systems, but by 4.59 hartree more for the atom than for the ion, relative to these Hartree–Fock energies. That difference exceeds the ionization energy itself and reverses its sign.

The two-term formula turns positive at \(Z=8\Delta=13.09\), so within the neon-like series it first gives binding of the tenth electron at \(Z=14\). A positive sign there does not make the value accurate: the constant term of \(I(Z)\) is still missing. The numerical output lists the integrals and energies used here.

## Values computed for the example and the checks

```
Hydrogenic Slater integrals at Z = 1 (hartree)
  F0(1s,1s) = 5/8 = 0.62500000
  F0(1s,2s) = 17/81 = 0.20987654
  G0(1s,2s) = 16/729 = 0.02194787
  F0(2s,2s) = 77/512 = 0.15039062
  F0(1s,2p) = 59/243 = 0.24279835
  G1(1s,2p) = 112/2187 = 0.05121171
  F0(2s,2p) = 83/512 = 0.16210938
  G1(2s,2p) = 45/512 = 0.08789062
  F0(2p,2p) = 93/512 = 0.18164062
  F2(2p,2p) = 45/512 = 0.08789062
largest deviation from Gaussian-basis integrals: 4.1e-07 hartree
Contributions to E1 (hartree)
  1s-1s: 5/8 = 0.62500000
  2s-2s: 77/512 = 0.15039062
  1s-2s: 580/729 = 0.79561043
  1s-2p: 6148/2187 = 2.81115684
  2s-2p: 453/256 = 1.76953125
  2p-2p: 1341/512 = 2.61914062
E1 = 2455271/279936 = 8.77082976 hartree
E1 from Gaussian-basis integrals = 8.770819 hartree
E1 extrapolated from HF ions = 8.7708 hartree
Z, HF energy, two-term energy, HF minus two-term (hartree), error (%)
   10     -128.5471     -112.2917   -16.255   12.645
   14     -285.1809     -269.2084   -15.973    5.601
   20     -640.3843     -624.5834   -15.801    2.467
   30    -1552.5582    -1536.8751   -15.683    1.010
   50    -4577.0550    -4561.4585   -15.597    0.341
   80   -12113.8831   -12098.3336   -15.549    0.128
Neutral neon, Z = 10
  zeroth-order term = -200.0000 hartree
  first-order term = 87.7083 hartree
  two-term energy = -112.2917 hartree
  HF energy = -128.5471 hartree
  two-term minus HF = 16.2554 hartree = 442.3 eV
  optimal common charge zeta = 7.8073
  screened energy = -121.9076 hartree
  gain from screening E1^2/8 = 9.6159 hartree
  screened minus HF = 6.6395 hartree
Delta for one 2p electron = 2748683/1679616 = 1.636495 hartree
two-term ionization energy = -3.8649 hartree = -105.2 eV
HF ionization energy (UHF ion) = 0.7276 hartree = 19.8 eV
two-term ionization energy changes sign at Z = 13.092
```
